# Symmetry Reduction of the Boltzmann Equation in a Magnetic Field: test program

```python
"""
Result under test: the vector response F of the linearized Boltzmann equation
    v + (e/hbar)(v x B).grad_k F = sum_k' W(k,k') [F(k) - F(k')]
obeys F(Rk; det(R) R B) = R F(k; B). Hence only operations with
det(R) R B = B may fold the k mesh, and only if the difference stencil
is covariant as well.
Symbols: F mean-free-path vector (nm), v velocity (nm/fs), W rate (1/fs),
B magnetic field (T), w = -df0/dE (1/eV), D discrete magnetic drift (1/fs).
Model: one spin-degenerate s band on the fcc lattice, one phonon energy.
"""
import itertools
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy import constants as const

HBAR = const.hbar / const.e * 1e15             # eV fs
KB = const.k / const.e                         # eV/K
E_OVER_HBAR = const.e / const.hbar * 1e-18     # 1/(nm^2 T)
A0, HOP, MU, TEMP = 0.5, 0.05, -0.3, 600.0     # nm, eV, eV, K
PHONON, COUPLING, KAPPA, SMEAR = 0.05, 0.02, 0.3, 0.04
KT = KB * TEMP
CELL = A0 / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
RECIP = 2 * np.pi * np.linalg.inv(CELL).T
VOLUME = abs(np.linalg.det(CELL))
HOPS = np.array([s for s in itertools.product([-1, 0, 1], repeat=3)
                 if np.count_nonzero(s) == 2], float) * A0 / 2

OPS = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3))
        R[range(3), order] = signs
        OPS.append(R)
OPS = np.array(OPS)
DETS = np.rint(np.linalg.det(OPS))
ALL = np.arange(len(OPS))
INT_OPS = np.array([np.rint(RECIP @ R.T @ np.linalg.inv(RECIP))
                    for R in OPS]).astype(int)
PRIMITIVE = np.vstack([np.eye(3, dtype=int), -np.eye(3, dtype=int)])
STAR = np.vstack([PRIMITIVE, [[1, 1, 1], [-1, -1, -1]]])


def velocity(k):
    return HOP / HBAR * np.sin(k @ HOPS.T) @ HOPS


def flat(m, n):
    m = m % n
    return (m[..., 0] * n + m[..., 1]) * n + m[..., 2]


def make_mesh(n):
    m = np.array(list(np.ndindex(n, n, n)))
    k = m @ RECIP / n
    energy = -HOP * np.cos(k @ HOPS.T).sum(1)
    occ = 1 / (np.exp((energy - MU) / KT) + 1)
    shape = (1 - np.cos(k @ HOPS.T)).mean(1)
    return SimpleNamespace(
        n=n, m=m, k=k, size=n**3, energy=energy, occ=occ,
        w=occ * (1 - occ) / KT, v=velocity(k),
        g2=COUPLING**2 * KAPPA / (KAPPA + shape),
        perm=np.array([flat(m @ M, n) for M in INT_OPS]))


def rates(mesh, rows):
    """Linearized phonon scattering rates, rows -> entire mesh."""
    q = flat(mesh.m[None, :, :] - mesh.m[rows][:, None, :], mesh.n)
    de = mesh.energy[None, :] - mesh.energy[rows][:, None]

    def delta(x):
        return np.exp(-0.5 * (x / SMEAR)**2) / (SMEAR * np.sqrt(2 * np.pi))

    thermal = np.sqrt(mesh.w[None, :] / mesh.w[rows][:, None])
    thermal = thermal / (2 * np.sinh(PHONON / (2 * KT)))
    W = 2 * np.pi / HBAR / mesh.size * mesh.g2[q] * thermal
    W *= delta(de - PHONON) + delta(de + PHONON)
    W[np.arange(len(rows)), rows] = 0     # cancels in F(k)-F(k')
    return W


def gradient_vectors(n, stencil):
    b = stencil @ RECIP / n
    return b @ np.linalg.inv(b.T @ b)


def drift(mesh, B, stencil=STAR):
    D = sp.csr_matrix((mesh.size, mesh.size))
    force = E_OVER_HBAR * np.cross(mesh.v, B)
    for s, c in zip(stencil, gradient_vectors(mesh.n, stencil)):
        D = D + sp.csr_matrix((force @ c, (np.arange(mesh.size),
                               flat(mesh.m + s, mesh.n))), shape=D.shape)
    return D.tocsr()


def solve_full(mesh, W, D):
    gamma = W.sum(1)
    dense = D.toarray() if sp.issparse(D) else D
    matrix = np.diag(gamma) - W - dense
    # The odd solution has zero weighted mean; this removes the null mode.
    matrix += gamma.mean() * mesh.w[None, :] / mesh.w.sum()
    return np.linalg.solve(matrix, mesh.v)


def axial_group(B):
    image = DETS[:, None] * (OPS @ B)
    return ALL[np.abs(image - B).max(1) < 1e-9 * np.linalg.norm(B)]


def make_wedge(mesh, group):
    representative = mesh.perm[group].min(0)
    reps, inverse = np.unique(representative, return_inverse=True)
    expand = np.zeros((mesh.size, 3, 3))
    count = np.zeros(mesh.size)
    for r in group:
        target = mesh.perm[r, reps]
        expand[target] += OPS[r]
        count[target] += 1
    return SimpleNamespace(reps=reps, inv=inverse,
                           expand=expand / count[:, None, None])


def rotated_rates(mesh, wedge):
    """Compute rates in the zero-field wedge, then rotate their rows."""
    base = make_wedge(mesh, ALL)
    stored = rates(mesh, base.reps)
    result = np.empty((len(wedge.reps), mesh.size))
    for row, i in enumerate(wedge.reps):
        j = base.inv[i]
        r = np.flatnonzero(mesh.perm[:, base.reps[j]] == i)[0]
        result[row, mesh.perm[r]] = stored[j]
    return result


def wedge_coupling(mesh, wedge, Wrows, D):
    K = Wrows + D[wedge.reps].toarray()
    n = len(wedge.reps)
    collect = sp.csr_matrix((np.ones(mesh.size),
                             (wedge.inv, np.arange(mesh.size))),
                            shape=(n, mesh.size))
    T = np.empty((n, 3, n, 3))
    for a in range(3):
        for b in range(3):
            T[:, a, :, b] = (collect @ (K * wedge.expand[:, a, b]).T).T
    return T.reshape(3 * n, 3 * n)


def unfold(wedge, F):
    return np.einsum('kab,kb->ka', wedge.expand, F.reshape(-1, 3)[wedge.inv])


def solve_wedge(mesh, wedge, Wrows, D):
    gamma = np.repeat(Wrows.sum(1), 3)
    T = wedge_coupling(mesh, wedge, Wrows, D)
    F = np.linalg.solve(np.diag(gamma) - T, mesh.v[wedge.reps].ravel())
    return unfold(wedge, F)


def conductivity(mesh, F):
    factor = 2 * const.e * 1e24 / (mesh.size * VOLUME)
    return factor * (mesh.v * mesh.w[:, None]).T @ F     # S/m


def relative(x, y):
    return np.abs(x - y).max() / np.abs(y).max()


print(f"lattice constant = {A0:.2f} nm; hopping = {HOP:.3f} eV")
print(f"chemical potential = {MU:.2f} eV; temperature = {TEMP:.0f} K")
print(f"phonon energy = {PHONON:.3f} eV; smearing = {SMEAR:.3f} eV")
print(f"coupling = {COUPLING:.3f} eV; screening kappa = {KAPPA:.2f}")

mesh8, mesh12, mesh16 = make_mesh(8), make_mesh(12), make_mesh(16)
W8 = rates(mesh8, np.arange(mesh8.size))
W12 = rates(mesh12, np.arange(mesh12.size))
balance = mesh8.w[:, None] * W8
assert relative(balance.T, balance) < 1e-11

# Surviving operations: matrix definition against the stencil-vector rule.
directions = {'001': [0, 0, 1], '110': [1, 1, 0],
              '111': [1, 1, 1], '124': [1, 2, 4]}


def matrix_survivors(D, mesh):
    found = []
    for r, p in enumerate(mesh.perm):
        if abs(D[p][:, p] - D).max() < 1e-9 * abs(D).max():
            found.append(r)
    return np.array(found)


def vector_survivors(B, stencil, n):
    u = np.cross(B, gradient_vectors(n, stencil))
    size = np.abs(u).max()
    active = {tuple(s): x for s, x in zip(stencil, u)
              if np.abs(x).max() > 1e-10 * size}
    found = []
    for r in ALL:
        good = True
        for s, x in active.items():
            image = tuple(np.array(s) @ INT_OPS[r])
            if (image not in active or
                    np.abs(active[image] - OPS[r] @ x).max() > 1e-9 * size):
                good = False
                break
        if good:
            found.append(r)
    return np.array(found)


print(f"operations at B=0: {len(OPS)}")
for name, direction in directions.items():
    B = 10.0 * np.array(direction) / np.linalg.norm(direction)
    group = axial_group(B)
    D = drift(mesh8, B)
    star_group = matrix_survivors(D, mesh8)
    primitive_group = matrix_survivors(drift(mesh8, B, PRIMITIVE), mesh8)
    assert np.array_equal(star_group, group)
    assert np.array_equal(star_group, vector_survivors(B, STAR, 8))
    assert np.array_equal(primitive_group, vector_survivors(B, PRIMITIVE, 8))
    assert set(primitive_group) <= set(group)
    wedge = make_wedge(mesh8, group)
    rows = rotated_rates(mesh8, wedge)
    assert relative(rows, W8[wedge.reps]) < 1e-10
    error = relative(solve_wedge(mesh8, wedge, rows, D),
                     solve_full(mesh8, W8, D))
    assert error < 1e-8
    print(f"B[{name}]: star {len(star_group)} ops, primitive "
          f"{len(primitive_group)} ops, wedge {len(wedge.reps)}/512")

# Every crystal operation relates solutions at generally different fields.
B_generic = 10 * np.array([1, 2, 4]) / np.sqrt(21)
F_generic = solve_full(mesh8, W8, drift(mesh8, B_generic))
worst = 0.0
for r in ALL:
    image_field = DETS[r] * OPS[r] @ B_generic
    F_image = solve_full(mesh8, W8, drift(mesh8, image_field))
    worst = max(worst, relative(F_image[mesh8.perm[r]],
                                F_generic @ OPS[r].T))
assert worst < 1e-8
print(f"largest covariance error, 48 operations = {worst:.1e}")

# Constant-lifetime finite differences against backward orbit integration.
tau, dt = 500.0, 25.0
k_orbit, F_orbit = mesh8.k.copy(), np.zeros_like(mesh8.v)


def backward(k, time):
    v = velocity(k)
    return E_OVER_HBAR * np.cross(v, B_generic), np.exp(-time / tau) * v


for step in range(500):
    t = step * dt
    k1, f1 = backward(k_orbit, t)
    k2, f2 = backward(k_orbit + dt * k1 / 2, t + dt / 2)
    k3, f3 = backward(k_orbit + dt * k2 / 2, t + dt / 2)
    k4, f4 = backward(k_orbit + dt * k3, t + dt)
    k_orbit += dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    F_orbit += dt * (f1 + 2 * f2 + 2 * f3 + f4) / 6
orbit_errors = []
for mesh in (mesh8, mesh16):
    matrix = sp.eye(mesh.size, format='csc') / tau - drift(mesh, B_generic)
    F = splu(matrix.tocsc()).solve(mesh.v)
    common = flat(mesh8.m * (mesh.n // 8), mesh.n)
    orbit_errors.append(relative(F[common], F_orbit))
ratio = orbit_errors[0] / orbit_errors[1]
assert 3.0 < ratio < 5.0
print(f"orbit test lifetime = {tau:.0f} fs; field = 10 T along [124]")
print(f"orbit error: N=8 {orbit_errors[0]:.3e}, N=16 {orbit_errors[1]:.3e}")
print(f"orbit error ratio on halving the spacing = {ratio:.3f}")

# Worked example: field along [001].
B = np.array([0.0, 0.0, 10.0])
group = axial_group(B)
for mesh in (mesh8, mesh12, mesh16):
    wedge = make_wedge(mesh, group)
    rows = rotated_rates(mesh, wedge)
    F = solve_wedge(mesh, wedge, rows, drift(mesh, B))
    sigma = conductivity(mesh, F)
    hall = np.linalg.inv(sigma)[1, 0] / B[2]
    base_size = len(make_wedge(mesh, ALL).reps)
    print(f"N={mesh.n}: points {mesh.size}, zero-field wedge {base_size}, "
          f"field wedge {len(wedge.reps)}")
    print(f"  sigma_xx={sigma[0, 0]:.5e}, sigma_zz={sigma[2, 2]:.5e} S/m")
    print(f"  sigma_xy={sigma[0, 1]:.5e} S/m, R_H={hall:.5e} m^3/C")
    if mesh.n == 12:
        wedge12, rows12, F12, sigma12 = wedge, rows, F, sigma
D12 = drift(mesh12, B)
full_error = relative(F12, solve_full(mesh12, W12, D12))
assert full_error < 1e-8
print(f"N=12 wedge/full relative difference = {full_error:.1e}")
density = 2 * mesh12.occ.mean() / VOLUME
print(f"N=12 electron density = {density:.5f} nm^-3")
print(f"N=12 free-electron -1/(ne) = {-1e-27/(density*const.e):.5e} m^3/C")
gamma12 = W12.sum(1)
mean_tau = np.average(1 / gamma12, weights=mesh12.w)
print(f"N=12 thermally weighted lifetime = {mean_tau:.3f} fs")
sigma_rta = conductivity(mesh12, mesh12.v / gamma12[:, None])
F_zero = solve_full(mesh12, W12, drift(mesh12, np.zeros(3)))
sigma_zero = conductivity(mesh12, F_zero)
print(f"N=12, B=0 relaxation-time sigma_xx = {sigma_rta[0, 0]:.5e} S/m")
print(f"N=12, B=0 full-response sigma_xx = {sigma_zero[0, 0]:.5e} S/m")

# Two invalid foldings.
bad = make_wedge(mesh12, ALL)
F_bad = solve_wedge(mesh12, bad, rates(mesh12, bad.reps), D12)
sigma_bad = conductivity(mesh12, F_bad)
assert abs(sigma_bad[0, 1]) < 1e-9 * sigma_bad[0, 0]
assert abs(sigma12[0, 1]) > 1e-5 * sigma12[0, 0]
print(f"48-operation folding: |sigma_xy|/sigma_xx = "
      f"{abs(sigma_bad[0, 1])/sigma_bad[0, 0]:.1e}")
D_primitive = drift(mesh12, B, PRIMITIVE)
F_primitive = solve_full(mesh12, W12, D_primitive)
F_wrong = solve_wedge(mesh12, wedge12, rows12, D_primitive)
fold_error = relative(F_wrong, F_primitive)
assert fold_error > 1e-6
safe = make_wedge(mesh12, matrix_survivors(D_primitive, mesh12))
F_safe = solve_wedge(mesh12, safe, W12[safe.reps], D_primitive)
assert relative(F_safe, F_primitive) < 1e-8
print(f"primitive stencil, 8-operation folding error = {fold_error:.3e}")

# Full and reduced fixed-point iterates, then convergence of the iteration.
T12 = wedge_coupling(mesh12, wedge12, rows12, D12)
gamma_wedge = np.repeat(rows12.sum(1), 3)
source = mesh12.v[wedge12.reps].ravel()
F_small, F_large = source / gamma_wedge, mesh12.v / gamma12[:, None]
for _ in range(6):
    F_small = (source + T12 @ F_small) / gamma_wedge
    F_large = (mesh12.v + W12 @ F_large + D12 @ F_large) / gamma12[:, None]
    assert relative(unfold(wedge12, F_small), F_large) < 1e-9
radii = []
for field in (0.0, 10.0, 100.0):
    D = drift(mesh12, np.array([0, 0, field]))
    step_matrix = wedge_coupling(mesh12, wedge12, rows12, D)
    step_matrix = step_matrix / gamma_wedge[:, None]
    radius = np.abs(np.linalg.eigvals(step_matrix)).max()
    radii.append(radius)
    print(f"B={field:.0f} T: iteration spectral radius = {radius:.5f}")
    if field > 0:
        update, growth = source / gamma_wedge, []
        update = update / np.linalg.norm(update)
        for _ in range(600):
            update = step_matrix @ update
            length = np.linalg.norm(update)
            growth.append(np.log(length))
            update /= length
        measured = np.exp(np.mean(growth[-300:]))
        assert abs(measured / radius - 1) < 0.05
        print(f"  measured growth per iteration = {measured:.5f}")
assert radii[0] < 1 < radii[2]

# Reciprocity for a field without special crystal direction.
B_strong = 5 * B_generic


def antisymmetrize(D, weight):
    dense = D.toarray()
    return 0.5 * (dense - dense.T * weight[None, :] / weight[:, None])


D_plus, D_minus = drift(mesh12, B_strong), drift(mesh12, -B_strong)
plain_plus = conductivity(mesh12, solve_full(mesh12, W12, D_plus))
plain_minus = conductivity(mesh12, solve_full(mesh12, W12, D_minus))
skew_plus = conductivity(mesh12, solve_full(
    mesh12, W12, antisymmetrize(D_plus, mesh12.w)))
skew_minus = conductivity(mesh12, solve_full(
    mesh12, W12, antisymmetrize(D_minus, mesh12.w)))
plain_defect = relative(plain_minus, plain_plus.T)
skew_defect = relative(skew_minus, skew_plus.T)
assert plain_defect > 1e-8
assert skew_defect < 1e-9
print(f"reciprocity test field = {np.linalg.norm(B_strong):.0f} T along [124]")
print(f"reciprocity defect, plain differences = {plain_defect:.3e}")
print(f"reciprocity defect, antisymmetrized = {skew_defect:.1e}")
print(f"relative conductivity change = {relative(skew_plus, plain_plus):.3e}")
print("all assertions hold")
```

Running it gives:

```
lattice constant = 0.50 nm; hopping = 0.050 eV
chemical potential = -0.30 eV; temperature = 600 K
phonon energy = 0.050 eV; smearing = 0.040 eV
coupling = 0.020 eV; screening kappa = 0.30
operations at B=0: 48
B[001]: star 8 ops, primitive 2 ops, wedge 78/512
B[110]: star 4 ops, primitive 4 ops, wedge 150/512
B[111]: star 6 ops, primitive 6 ops, wedge 90/512
B[124]: star 2 ops, primitive 2 ops, wedge 260/512
largest covariance error, 48 operations = 3.8e-15
orbit test lifetime = 500 fs; field = 10 T along [124]
orbit error: N=8 1.700e-02, N=16 4.356e-03
orbit error ratio on halving the spacing = 3.903
N=8: points 512, zero-field wedge 29, field wedge 78
  sigma_xx=3.26490e+07, sigma_zz=3.68714e+07 S/m
  sigma_xy=-1.15904e+07 S/m, R_H=-9.65630e-10 m^3/C
N=12: points 1728, zero-field wedge 72, field wedge 242
  sigma_xx=2.94934e+07, sigma_zz=3.38280e+07 S/m
  sigma_xy=-1.09786e+07 S/m, R_H=-1.10851e-09 m^3/C
N=16: points 4096, zero-field wedge 145, field wedge 554
  sigma_xx=2.92102e+07, sigma_zz=3.37729e+07 S/m
  sigma_xy=-1.12044e+07 S/m, R_H=-1.14474e-09 m^3/C
N=12 wedge/full relative difference = 3.0e-15
N=12 electron density = 5.78691 nm^-3
N=12 free-electron -1/(ne) = -1.07856e-09 m^3/C
N=12 thermally weighted lifetime = 806.013 fs
N=12, B=0 relaxation-time sigma_xx = 2.68664e+07 S/m
N=12, B=0 full-response sigma_xx = 3.38427e+07 S/m
48-operation folding: |sigma_xy|/sigma_xx = 4.7e-17
primitive stencil, 8-operation folding error = 7.248e-02
B=0 T: iteration spectral radius = 0.20705
B=10 T: iteration spectral radius = 1.22234
  measured growth per iteration = 1.22211
B=100 T: iteration spectral radius = 12.22270
  measured growth per iteration = 12.22213
reciprocity test field = 50 T along [124]
reciprocity defect, plain differences = 1.845e-03
reciprocity defect, antisymmetrized = 1.1e-15
relative conductivity change = 3.651e-02
all assertions hold
```
